Why thin polar films absorb p-polarised light near the longitudinal phonon frequency

A polar film much thinner than the wavelength absorbs obliquely incident p-polarised light in a narrow line at the longitudinal optical frequency ω_LO. The electric field of the light is perpendicular to its own wavevector, but not to the film normal. Its normal component E₀ sinθ enters the film as E₀ sinθ/ε, because the normal displacement εE_z is continuous. Near ω_LO the permittivity ε is small, so the internal field is large, and the loss in the film turns it into heat. For thickness d, angle of incidence θ and vacuum wavenumber k₀ = ω/c, the absorptance to first order in d is

A_free = k₀d [cosθ Im ε + (sin²θ/cosθ) Im(−1/ε)]

A_mirror = 4k₀d (sin²θ/cosθ) Im(−1/ε)

for a film in vacuum and for a film on an ideal mirror. For a 10 nm film with parameters typical of aluminium nitride, at 60° on a mirror, the line reaches 29% once reradiation is included.

## Where the longitudinal frequency comes from

Fields vary as exp(−iωt), so Im ε > 0 means loss. The film is uniform, isotropic and local, with one polar vibration. Let u be the relative displacement of the ions, m their reduced mass, q their effective charge and n the number of ion pairs per volume. In a macroscopic field E,

(ω_TO² − ω² − iγω) u = (q/m) E

Here ω_TO is the resonance at E = 0 and γ the damping rate. The electrons contribute ε∞, so D = ε₀ε∞E + nqu. Inserting u and dividing by ε₀E gives

ε = ε∞ + (nq²/mε₀)/(ω_TO² − ω² − iγω)

Over a common denominator, with ω_LO² = ω_TO² + nq²/(mε₀ε∞), this becomes

ε = ε∞ (ω_LO² − ω² − iγω)/(ω_TO² − ω² − iγω)

The frequency ω_LO has a direct mechanical meaning. If the ions move along the film normal, charge appears on the two faces. For a film thin compared with the lateral period, the faces act as a capacitor with D_z = 0 inside, so E_z = −nqu/(ε₀ε∞). This field pulls the ions back and adds nq²/(mε₀ε∞) to ω_TO². Motion parallel to the film builds up no such face charge and keeps its resonance near ω_TO.

No bulk longitudinal wave is needed. Inside the uniform film ε does not vary and is not zero, so div D = 0 implies div E = 0. The charge that raises the frequency sits on the faces.

## The field inside the film

Let z be the film normal and let the light travel in the x–z plane, with k_x = k₀ sinθ in every layer. Write h for the magnetic field H_y times the vacuum impedance. The incident wave then has |h| = |E₀|, and I set E₀ = 1. Maxwell's equations for p polarisation are

∂h/∂z = ik₀ε E_x

E_z = −sinθ h/ε

∂E_x/∂z = ik₀h + ik₀ sinθ E_z = ik₀(1 − sin²θ/ε) h

The second equation contains the enhancement. Since h is continuous at a face, so is εE_z. The incident wave has E_x = cosθ and E_z = −sinθ. To lowest order in d a free film leaves h and E_x at their incident values, so inside it

|E_x| = cosθ,  |E_z| = sinθ/|ε|

At an ideal mirror E_x = 0, while the incident and reflected h add to 2. There |E_z| = 2 sinθ/|ε|, and E_x is negligible in a thin film.

The enhanced field is unlike that of a light wave in free space. From Faraday's law, |curl E| = k₀|h|, whereas k_x|E_z| = k₀ sin²θ |h|/|ε|. Their ratio is |ε|/sin²θ. When |ε| is far below sin²θ, the internal field is therefore nearly curl-free as well as divergence-free: it resembles the electrostatic field of the face charges. At small angles this condition fails even if |ε| is small.

## From field to absorption

The heat produced per film area is ½ωε₀ Im ε |E|² d. The power arriving per film area is ½ε₀c cosθ, since E₀ = 1. Dividing, with ω/c = k₀,

A_free = (k₀d/cosθ) Im ε (cos²θ + sin²θ/|ε|²)

Because Im(−1/ε) = Im ε/|ε|², this is the first result stated above. On the mirror the in-plane term drops out and |E_z|² is four times larger, which gives the second.

Continuity alone would not heat the film; Im ε must be nonzero. At ω_LO it is small, but for weak damping ε is almost purely imaginary there, so Im ε/|ε|² is close to 1/|ε|, which is large.

To find the line shape, put S = ω_LO² − ω_TO² and write the numerator of 1/ε as (ω_LO² − ω² − iγω) − S:

1/ε = (1/ε∞) [1 − S/(ω_LO² − ω² − iγω)]

Im(−1/ε) = (S/ε∞) γω/[(ω_LO² − ω²)² + γ²ω²]

The absorptance contains one more factor ω, from k₀. Dividing numerator and denominator by ω²,

ω Im(−1/ε) = (Sγ/ε∞)/{[(ω_LO² − ω²)/ω]² + γ²}

The maximum lies at ω = ω_LO. The half-maximum points satisfy (ω_LO² − ω²)/ω = ±γ, so ω = √(ω_LO² + γ²/4) ∓ γ/2, and the full width is γ. At the maximum Im(−1/ε) = S/(ε∞γω_LO). Enhancement thus requires weak damping, roughly ε∞γω_LO < S.

## What limits the absorption

The first-order peak grows as 1/γ and would eventually exceed one. The oscillating film also radiates, and this reduces the field that drives it.

Take the mirror first, with the film between z = 0 and the mirror at z = d. In a thin film h is nearly uniform. Integrating ∂E_x/∂z back from E_x(d) = 0 gives

E_x(0) = ζh,  ζ = −ik₀d(1 − sin²θ/ε)

In the vacuum at z = 0, a reflected amplitude r gives h = 1 + r and E_x = cosθ(1 − r). Hence

cosθ(1 − r) = ζ(1 + r),  r = (cosθ − ζ)/(cosθ + ζ)

h = 1 + r = 2/(1 + ζ/cosθ)

A = 1 − |r|² = 4 cosθ Re ζ/|cosθ + ζ|²

Now insert 1/ε in ζ:

ζ/cosθ = −i(k₀d/cosθ)(1 − sin²θ/ε∞) − iωΓ/(ω_LO² − ω² − iγω)

Γ = d sin²θ S/(cε∞ cosθ)

The first term is a small non-resonant phase and is dropped for k₀d ≪ cosθ. The real part of the second is Γγω²/[(ω_LO² − ω²)² + γ²ω²]. Adding 1 to the second term replaces its numerator by ω_LO² − ω² − i(γ + Γ)ω. Therefore

A_mirror = 4γΓω²/[(ω_LO² − ω²)² + (γ + Γ)²ω²]

The peak is 4γΓ/(γ + Γ)² and the width is γ + Γ, so Γ is the radiative width. For Γ ≪ γ the peak becomes 4Γ/γ, the first-order result. For γ → 0 at fixed thickness it vanishes, as it must without loss. Full absorption occurs at Γ = γ.

For the free film, split the incident wave into two pairs of half-amplitude waves arriving from both sides, one pair with h even about the mid-plane and one with h odd. The outgoing amplitudes are (r_e + r_o)/2 on one side and (r_e − r_o)/2 on the other. Their squared moduli sum to (|r_e|² + |r_o|²)/2, so

A_free = ½(1 − |r_e|²) + ½(1 − |r_o|²)

In the even case E_x vanishes at the mid-plane, so each half behaves as a film of thickness d/2 on a mirror. Its radiative width is Γ/2, and its contribution at ω_LO is

½(1 − |r_e|²) = 2γ(Γ/2)/(γ + Γ/2)²

which cannot exceed 1/2. In the odd case E_x is nearly uniform and h vanishes at the mid-plane. Integrating ∂h/∂z over half the film gives h(0) = ηE_x, with η = −ik₀εd/2. Then 1 + r_o = η cosθ(1 − r_o), and the same algebra yields

½(1 − |r_o|²) = k₀d cosθ Im ε/|1 + η cosθ|²

Near ω_LO the denominator is close to one, and this is the small in-plane term. Near ω_TO, where |ε| is large, it produces a strong line of its own.

## How large: a 10 nm film at 60°

The inputs are ω_TO = 610 cm⁻¹, γ = 10 cm⁻¹, ε∞ = 4.5, q = 2.7 elementary charges, 20.9 Å³ per ion pair and m = 9.22 atomic mass units. Frequencies are quoted as ω/(2πc). The ionic data give S = 4.137 × 10⁵ cm⁻², so

ω_LO = √(610² + 4.137 × 10⁵) = 886.4 cm⁻¹

or 109.9 meV. At this frequency

Im(−1/ε) = 4.137 × 10⁵/(4.5 × 10 × 886.4) = 10.37

and Im ε = 0.096. With k₀d = 0.00557 and sin²θ/cosθ = 1.5, first order gives

A_free = 0.00557 × (0.5 × 0.096 + 1.5 × 10.37) = 0.087

A_mirror = 4 × 0.00557 × 1.5 × 10.37 = 0.347

In wavenumbers the radiative width is Γ = 2πd sin²θ S/(ε∞ cosθ). With d = 10⁻⁶ cm,

Γ = 2π × 10⁻⁶ × 0.75 × 4.137 × 10⁵/(4.5 × 0.5) = 0.866 cm⁻¹

The mirror peak is then 4 × 10 × 0.866/10.866² = 0.293. The free film gives 0.080, including its in-plane term. The first-order values are too high by 18% and 9% of these results. Solving Maxwell's equations with full matching at both faces gives the same 0.293 and 0.080, with both peaks within 0.1 cm⁻¹ of ω_LO.

In the free film the even part of h carries the normal field, and reradiation divides it at ω_LO by 1 + Γ/(2γ) = 1.043. The normal field is therefore 0.866 × 10.37/1.043 = 8.6 times E₀, against 0.866 in vacuum. It supplies 99.7% of the heat. If the normal field kept its vacuum value, its first-order contribution would be only 0.0008, smaller by |ε|² = 1/107.6.

Two controls isolate the cause. At ω_LO the free film absorbs 0.0011 of s-polarised light at 60° and 0.0005 at normal incidence. In both cases the calculated absorptance falls steadily from 30 cm⁻¹ below ω_LO to 30 cm⁻¹ above it, without a peak. Neither wave has a normal electric field.

At ω_TO the free film absorbs 0.35 of p-polarised light, more than at ω_LO. The ideal mirror reduces this to 0.00012 by suppressing the in-plane field. A real metal leaves a small in-plane field at its surface, and the aluminium model described below gives about 0.001. For a film this thin, a metal backing therefore both strengthens the LO line and nearly removes the TO line. The in-plane field grows with distance from the metal, so the TO line returns in thicker films: at 115 nm on an ideal mirror it reaches about 0.07 at 60°.

## Using the effect

**To see the LO line,** put the film on a good metal and use p-polarised light at a large angle. With 10 nm thickness held fixed, the mirror absorptance at ω_LO is 0.007 at 10°, 0.065 at 30°, 0.293 at 60° and 0.737 at 80°. It is largest near 87°, where Γ = γ, and falls again towards grazing incidence. These values are for an ideal mirror. On the aluminium model described below, the film's share is 0.71 at 80° and at most about 0.93, near 86°. To keep the absorption at ω_LO small, use s polarisation or near-normal incidence; a free film still absorbs strongly near ω_TO in both cases.

**To identify the line,** compare p and s polarisation at the same angle. In this one-vibration model, lines at ω_TO and ω_LO belong to the same ionic motion, with and without the field of the face charges. A second line is then no evidence of a second material or bond.

**To obtain thickness from the line,** use peak height times width. For Γ ≪ γ this is (4Γ/γ)γ = 4Γ on a mirror, proportional to d and independent of damping. The angle, ε∞ and S must be known. With reradiation the product is 4Γγ/(γ + Γ), already 8% below 4Γ for the 10 nm example, so the full expression is needed unless Γ/γ is smaller than the accuracy sought.

**To absorb nearly everything** at 60° on a mirror, choose Γ = γ, which means d = 10 nm × 10/0.866 = 115 nm. The full calculation gives 0.997 at ω_LO. The small deficit comes from the non-resonant phase dropped above, which moves the line up by about 0.5 cm⁻¹; at the shifted peak the absorptance is 1.000. In a thickness scan at ω_LO the free film reaches 0.505. This slightly exceeds 1/2 because the in-plane term adds to the normal-field contribution.

## How far a real film departs from the model

Aluminium nitride serves as an insulating, heat-spreading layer in electronics, often grown with its crystal axis along the normal. The parameters above are rough typical values, and the damping depends strongly on film quality. Such a film is anisotropic. With rough in-plane frequencies of 670 and 912 cm⁻¹, and the normal ones unchanged, the mirror peak stays within 0.1 cm⁻¹ of 886.4 cm⁻¹ and its height remains 0.293: the normal component of ε sets the line. The TO line of the free film, by contrast, moves to the in-plane frequency of 670 cm⁻¹. In such a film the TO and LO lines therefore belong to different vibrations, one in the plane and one along the normal. An aluminium electrode, modelled as a free-electron metal with 12 eV plasma energy and 0.1 eV damping, lowers the film's share to 0.289 and absorbs 0.026 itself.

Temperature matters more. If the phonon decays into two phonons of half its frequency, γ rises from 10 cm⁻¹ at 300 K to 11.9 cm⁻¹ at 400 K. The mirror absorptance at ω_LO then falls from 0.293 to 0.253, with ω_LO held fixed; a thermal shift of the line is not included. This treats all of γ as phonon decay. If half of it comes from static disorder, γ reaches only 10.9 cm⁻¹ and the absorptance falls to 0.272. Spatial dispersion, with half a wave across the film, shifts the line in proportion to the square of a velocity scale: about 0.04 cm⁻¹ for 5 km/s and about 0.2 cm⁻¹ for 11 km/s. A diatomic chain along the crystal axis fitted to ω_LO points to the upper part of this range. Either shift is far less than the width. Roughness, interfacial oxide and disorder are not modelled, so a measured line may be broader and lower.

The thin-film picture itself fails when k₀d is no longer small, because the fields then vary across the film. Near ω_TO, where |ε| is large, k₀d√|ε| must be small as well, which is a stricter condition. The field enhancement is lost when damping makes |ε(ω_LO)| comparable with one. A 10 nm film then has only a weak LO line, about 0.03 at 60° on a mirror, and thickening it no longer follows the thin-film formula. For |ε(ω_LO)| = 1, γ is about 106 cm⁻¹, and Γ = γ would need d ≈ 1.2 µm, where k₀d ≈ 0.7. A film of several micrometres does absorb strongly, 0.84 at 4 µm, but the absorptance at ω_LO stays at or below that value for all thinner films instead of reaching one at Γ = γ. The line is sharp only if γ + Γ is far below ω_LO. The remaining values are in the numerical output.

Computed values

```
Input TO frequency: 610 cm^-1; phonon width: 10 cm^-1
Input eps_inf: 4.5; ionic charge: 2.7 e
Input volume per ion pair: 20.9 cubic angstrom
Reduced mass: 9.220 u
Film thickness: 10 nm; angle: 60 deg
LO frequency from ion data: 886.4 cm^-1
LO photon energy: 109.9 meV; wavelength: 11.28 um
LO^2 - TO^2: 4.1367e+05 cm^-2
Disc depolarising factor: 0.99995; its frequency: 886.43 cm^-1
eps at LO: real 0.00207, imaginary 0.09639
1/|eps| at LO: 10.37; squared: 107.6
Im(-1/eps) at LO: 10.370
k0 d at LO: 0.00557
Vacuum normal field / E0: 0.8660
First-order internal normal field / E0, free: 8.983
Full internal normal field / E0, free: 8.610
Full internal normal field / E0, mirror: 16.533
|curl E|/(kx |Ez|) inside free film: 0.1285
Share of heat from normal field, free: 0.99664
Share of heat from normal field, mirror: 0.9999922
Radiative width, free: 0.4332 cm^-1; mirror: 0.8664 cm^-1
First-order absorptance at LO, free: 0.08691
Full absorptance at LO, free: 0.07986; closed form: 0.07986
First-order absorptance at LO, mirror: 0.34655
Full absorptance at LO, mirror: 0.29347; closed form: 0.29349
Peak position, free: 886.435 cm^-1; mirror: 886.438 cm^-1
Full width, mirror: 10.866 cm^-1; gamma+G: 10.866 cm^-1
Normal-field absorptance without enhancement, free: 8.052e-04
s-polarised absorptance at LO, free: 1.072e-03
Normal-incidence absorptance at LO, free: 5.365e-04
p absorptance at TO, free: 0.3501; mirror: 1.211e-04
s absorptance at TO, free: 0.4969
Mirror absorptance at LO, 10 deg: 0.0070
Mirror absorptance at LO, 30 deg: 0.0645
Mirror absorptance at LO, 60 deg: 0.2935
Mirror absorptance at LO, 80 deg: 0.7374
Thickness for full absorption on mirror: 115.4 nm
Full absorptance at that thickness: 0.9971
Largest free-film absorptance at LO in thickness scan: 0.5048
In-plane TO, LO inputs: 670, 912 cm^-1
Anisotropic film on mirror: peak 886.439 cm^-1, absorptance 0.29347
Aluminium inputs: plasma 12 eV, damping 0.1 eV
Aluminium eps at LO: -6521 + 5934 i
On aluminium: film absorptance 0.2892, metal 0.0257
Bare aluminium absorptance: 0.0303
Width at 400 K (300 K value is the input): 11.88 cm^-1
Mirror absorptance at LO with 400 K width: 0.2534
LO dispersion speed input: 5 km/s; shift: 0.0392 cm^-1
```
